\section*{What Supplies the Momentum in Photoemission from a Nearly Free Metal}

\section{The argument under review}

The manuscript reasons as follows. Photoemission from a simple metal is well described by free-electron final states. The valence electrons may therefore be treated as a uniform gas held in by a surface barrier. An electron with momentum $\mathbf k$ absorbs a photon inside the gas, its energy rises by $\omega$, and it leaves if it can cross the barrier. The matrix element is said to be $\mathbf A\cdot\mathbf k$, because $\mathbf p$ acting on a plane wave gives $\mathbf k$. In reply to an objection about momentum, the manuscript adds that the missing momentum comes from a potential gradient or from $\nabla\cdot\mathbf A$, and from nothing else.

The first claim fails at the absorption step, before the electron reaches the barrier. The second is closer to the truth but too narrow. Both can be settled by asking which terms in the Hamiltonian can connect the two states.

I use Hartree atomic units. The one-electron Hamiltonian is $H=p^2/2+V(\mathbf r)$ with a local potential. The light is described in a gauge without scalar potential, and the factor $1/c$ and the sign of the charge are absorbed in $\mathbf A$. Expanding $(\mathbf p+\mathbf A)^2/2$ and keeping the term linear in $\mathbf A$ gives the coupling
\begin{equation}
O=\tfrac12(\mathbf A\cdot\mathbf p+\mathbf p\cdot\mathbf A)
=\mathbf A\cdot\mathbf p-\tfrac{i}{2}\nabla\cdot\mathbf A ,
\label{eq:O}
\end{equation}
where the second form follows from $p_iA_i=A_ip_i-i\,\partial_iA_i$. The amplitude is $M=\langle f|O|i\rangle$ with $E_f-E_i=\omega$.

For numbers I take a model metal with a potential step of 0.5 hartree, an initial kinetic energy inside of 0.3 hartree, and $\omega=0.8$ hartree (21.8 eV). All motion is along the surface normal unless stated otherwise. The momenta inside are
\begin{equation}
k=\sqrt{2(0.3)}=0.7746,\qquad K=\sqrt{2(0.3+0.8)}=1.4832\ \text{bohr}^{-1}.
\end{equation}

\section{Why the uniform gas does not absorb}

\subsection{The momentum balance}

In a uniform gas the states are plane waves. A uniform $\mathbf A$ gives
\begin{equation}
\langle\mathbf K|\mathbf A\cdot\mathbf p|\mathbf k\rangle
=\mathbf A\cdot\mathbf k\,\langle\mathbf K|\mathbf k\rangle ,
\end{equation}
and the overlap vanishes for $\mathbf K\neq\mathbf k$. The manuscript has kept the factor $\mathbf A\cdot\mathbf k$ and dropped the overlap.

The photon's own momentum $q=\omega/c$ does not repair this. By the triangle inequality the momentum transfer is at least $K-k=0.7086$ bohr$^{-1}$, while the photon brings $0.00584$ bohr$^{-1}$, smaller by a factor of about 121. Put the other way, an electron that takes up $\mathbf q$ gains at most
\begin{equation}
\frac{(k+q)^2-k^2}{2}=kq+\frac{q^2}{2}=0.0045\ \text{hartree},
\end{equation}
against the required 0.8 hartree.

A faster electron would not help. With the relativistic energy $E(\mathbf p)=\sqrt{c^2p^2+c^4}$, the velocity $\mathbf v=\partial E/\partial\mathbf p=c^2\mathbf p/E$ is smaller than $c$ in magnitude, so
\begin{equation}
E(\mathbf p+\mathbf q)-E(\mathbf p)
=\int_0^1\mathbf v(\mathbf p+s\mathbf q)\cdot\mathbf q\,ds<cq=\omega .
\end{equation}
This uses the vacuum relation $\omega=cq$. A free electron cannot absorb one such photon at any speed.

\subsection{The same result as an operator statement}

Since $\mathbf p$ commutes with $p^2$, the commutator with $H$ contains the potential alone: $[\mathbf p,H]=[\mathbf p,V]=-i\nabla V$. Between eigenstates its left side is
\begin{equation}
\langle f|\mathbf pH-H\mathbf p|i\rangle=(E_i-E_f)\langle f|\mathbf p|i\rangle=-\omega\langle f|\mathbf p|i\rangle .
\end{equation}
Dividing by $-\omega$ gives
\begin{equation}
\langle f|\mathbf p|i\rangle=\frac{i}{\omega}\langle f|\nabla V|i\rangle .
\label{eq:force}
\end{equation}
For uniform $\mathbf A$ the transition is driven by the force that the potential exerts on the electron. No force means no transition.

Electron--electron repulsion does not change this conclusion. A uniform field couples to the total momentum $\mathbf P=\sum_n\mathbf p_n$, and for each pair
\begin{equation}
\Big[\mathbf p_1+\mathbf p_2,\frac1{|\mathbf r_1-\mathbf r_2|}\Big]
=-i(\nabla_1+\nabla_2)\frac1{|\mathbf r_1-\mathbf r_2|}=0 ,
\end{equation}
because the two forces are opposite. With a uniform neutralizing background $\mathbf P$ commutes with the full Hamiltonian, and its matrix elements between states of different energy vanish. This argument is for strictly uniform $\mathbf A$; it makes no statement about an interacting gas at finite $q$.

\section{Which field gradients count}

The manuscript's second claim concerns a field that varies in space. Evaluating $[H,O]$ shows what can drive the transition, because $\langle f|[H,O]|i\rangle=\omega M$. Repeated indices are summed.

The potential part follows from $[V,p_i]=i\,\partial_iV$:
\begin{equation}
[V,O]=\tfrac12\big(A_i[V,p_i]+[V,p_i]A_i\big)=iA_i\,\partial_iV .
\end{equation}
For the kinetic part, write $a_{ji}=\partial_jA_i$. Then $[p_j,A_i]=-ia_{ji}$ and
\begin{equation}
\Big[\frac{p^2}{2},A_i\Big]=-\frac i2\,(p_ja_{ji}+a_{ji}p_j).
\end{equation}
Inserting this in $O$ gives
\begin{equation}
\Big[\frac{p^2}{2},O\Big]=-\frac i4\big(p_ja_{ji}p_i+a_{ji}p_jp_i+p_ip_ja_{ji}+p_ia_{ji}p_j\big).
\label{eq:four}
\end{equation}
Let $s_{ij}=(\partial_iA_j+\partial_jA_i)/2$. After the indices of one term are renamed, the first and last terms add to $2p_is_{ij}p_j$. In the middle terms $p_ip_j$ is symmetric, so $a_{ji}$ may be replaced by $s_{ij}$. Moving one momentum through $s_{ij}$ in each,
\begin{align}
s_{ij}p_ip_j&=p_is_{ij}p_j+i(\partial_is_{ij})p_j,\\
p_ip_js_{ij}&=p_is_{ij}p_j-ip_i(\partial_js_{ij}).
\end{align}
With $t_j=\partial_is_{ij}$ the two extra pieces combine to $i(t_jp_j-p_jt_j)=i(i\,\partial_jt_j)=-\partial_i\partial_js_{ij}$, and $\partial_i\partial_js_{ij}=\nabla^2(\nabla\cdot\mathbf A)$. The bracket in \eqref{eq:four} is therefore $4p_is_{ij}p_j-\nabla^2(\nabla\cdot\mathbf A)$, and
\begin{equation}
[H,O]=i\mathbf A\cdot\nabla V-i\,p_is_{ij}p_j+\frac i4\nabla^2(\nabla\cdot\mathbf A).
\label{eq:general}
\end{equation}

The middle term contains shear as well as divergence. As a general operator statement, the manuscript's restriction to $\nabla\cdot\mathbf A$ is thus incorrect. The gradient must also vary in space: a constant $s_{ij}$ leaves a plane wave's momentum unchanged. For a potential-free gas, \eqref{eq:O} gives directly
\begin{equation}
\langle\mathbf K|O|\mathbf k\rangle=\tfrac12(\mathbf K+\mathbf k)\cdot\tilde{\mathbf A}(\mathbf K-\mathbf k),
\label{eq:free}
\end{equation}
where the tilde denotes the Fourier component. The field must itself contain the missing wavevector. A plane light wave contains only $\mathbf q$, which returns us to the failed momentum balance.

A counterexample to the divergence rule is $\mathbf A=\hat{\mathbf x}\,e^{-z^2/2d^2}$, for which $\nabla\cdot\mathbf A=0$. I treat it as a prescribed near field, without asking what sources sustain it. The momentum $k_x$ is conserved, and \eqref{eq:free} becomes
\begin{equation}
M=k_x\int e^{-iQ_zz}e^{-z^2/2d^2}dz=k_x\,d\sqrt{2\pi}\,e^{-Q_z^2d^2/2}.
\end{equation}
Here the waves have unit amplitude and the conserved in-plane factor is omitted. Keep the same two energies and set $k_x=0.5$ bohr$^{-1}$. The smallest change of normal momentum, reached when the initial and final normal momenta have the same sign, is then
\begin{equation}
Q_z=\sqrt{K^2-k_x^2}-\sqrt{k^2-k_x^2}=0.805\ \text{bohr}^{-1}.
\end{equation}
For $d=1$ bohr, $|M|=0.5(2.507)e^{-0.324}=0.907$. For $d=4$ bohr it is 0.028, and for $d=8$ bohr it is $1.0\times10^{-8}$. A divergence-free field can therefore excite a uniform gas, provided that it varies on the atomic scale. For this smooth profile the effect is already negligible at a width of 8 bohr, far below an optical wavelength. The example shows a matter of principle and does not model a metal surface. A field $A_x(z)$ in a medium obeys $-A_x''=(\omega/c)^2\varepsilon A_x$, so at its centre this profile needs $\varepsilon=(c/\omega d)^2\approx3\times10^4$ for $d=1$ bohr, whereas a simple metal at this photon energy has $\varepsilon$ of order one. At a flat, structureless surface the tangential field varies on the scale $c/\omega\approx170$ bohr, only $A_z(z)$ changes on the atomic scale, and $s_{ij}$ reduces to $s_{zz}=\nabla\cdot\mathbf A$. There the manuscript's rule names the right gradient. Shear can matter only where the field has atomic-scale structure in more than the normal direction.

\section{The lattice as a source of momentum}

Take $V(x)=2V_G\cos Gx$, which couples plane waves differing by $G$ with strength $V_G$. Consider a transition from $|k_0\rangle$ to $|k_0+G\rangle$ whose free-electron energies differ by $\omega$. To first order, the parts of the two states that matter are
\begin{equation}
|i\rangle=|k_0\rangle-\frac{V_G}{\omega}|k_0+G\rangle+\dots,\qquad
|f\rangle=|k_0+G\rangle+\frac{V_G}{\omega}|k_0\rangle+\dots
\end{equation}
The signs differ because the energy denominators do. The omitted waves, $|k_0-G\rangle$ in the first state and $|k_0+2G\rangle$ in the second, have no first-order partner in the other state. Hence
\begin{equation}
\langle f|p|i\rangle=-(k_0+G)\frac{V_G}{\omega}+k_0\frac{V_G}{\omega}=-\frac{GV_G}{\omega}.
\label{eq:lattice}
\end{equation}
The electron's own momentum cancels, and what remains is the momentum supplied by the crystal. Equation \eqref{eq:force} gives the same value, since $\langle k_0+G|V'|k_0\rangle=iGV_G$. In the reduced zone the transition is vertical.

In the example let the electron start with $k_0=-k$, moving away from the surface, and end with $+K$, moving towards it. This requires $G=K+k=2.258$ bohr$^{-1}$. I have chosen $G$ to suit the energies; in a given crystal $G$ is fixed and the condition $k_0G+G^2/2=\omega$ selects $k_0$. With $V_G=0.02$ hartree,
\begin{equation}
|\langle f|p|i\rangle|\simeq\frac{2.258\times0.02}{0.8}=0.0564\ \text{bohr}^{-1}.
\end{equation}
Diagonalization in plane waves gives the same value to three digits, and it gives zero when $V_G=0$. The first-order derivation needs $V_G$ small compared with the energy denominators. Near the Bragg plane $k_0=-G/2$ the two waves mix strongly, and the photon energy is no longer the free-electron difference $\Delta=k_0G+G^2/2$. Solving the two-wave problem exactly gives the gap $\sqrt{\Delta^2+4V_G^2}$ and $\langle f|p|i\rangle=-GV_G/\sqrt{\Delta^2+4V_G^2}$, so \eqref{eq:lattice} keeps its form if $\omega$ is read as the actual gap. It does fail where a third wave is nearly degenerate with one of the two states, as $|k_0-G\rangle$ is with $|k_0+G\rangle$ near $k_0=0$. At $k_0=0$ the odd combination of these two waves has $\sqrt2$ times the amplitude \eqref{eq:lattice} and the even one has none. The two waves couple only in second order in $V_G$, so for the present values the window is narrow, $|k_0|\lesssim10^{-3}$ bohr$^{-1}$. Equation \eqref{eq:force} holds in all these cases.

These numbers also show what the success of free-electron final states does and does not prove. Away from Bragg planes the lattice shifts the energies in second order in $V_G$, but it creates the matrix element in first order. Here the energy difference moves from 0.8 to 0.8010 hartree, about 0.1\%, while the same $V_G$ supplies the whole bulk transition amplitude. A free-electron parabola can fit the dispersion closely without implying that the lattice is absent.

\section{The surface as a source of momentum}

\subsection{An abrupt barrier}

Now remove the lattice and keep the barrier: $V=-V_0$ for $z<0$ and $V=0$ for $z>0$. Measured from the vacuum level, $E_i=-0.2$ and $E_f=0.6$ hartree. The initial state decays outside with $\kappa=\sqrt{0.4}=0.6325$ bohr$^{-1}$, and the emitted electron has $k_{\rm out}=\sqrt{1.2}=1.0954$ bohr$^{-1}$.

The initial wave is $\psi=e^{ikz}+re^{-ikz}$ inside and $\psi(0)e^{-\kappa z}$ outside. Matching value and slope gives $1+r=\psi(0)$ and $ik(1-r)=-\kappa\psi(0)$. The final state is the complex conjugate of $\phi$, the wave for an electron sent at the surface from vacuum:
\begin{equation}
\phi=\begin{cases}\phi(0)\,e^{-iKz}, & z<0,\\ e^{-ik_{\rm out}z}+\rho\,e^{ik_{\rm out}z}, & z>0.\end{cases}
\end{equation}
Its matching conditions are $1+\rho=\phi(0)$ and $k_{\rm out}(1-\rho)=K\phi(0)$. Eliminating $r$ and $\rho$,
\begin{equation}
\psi(0)=\frac{2k}{k+i\kappa},\qquad \phi(0)=\frac{2k_{\rm out}}{k_{\rm out}+K}.
\end{equation}
With $V'=V_0\delta(z)$ and unit normal field, \eqref{eq:force} yields
\begin{equation}
M=\int\phi\,(-i\psi')\,dz=\frac{i}{\omega}V_0\,\phi(0)\psi(0).
\label{eq:step}
\end{equation}
The bulk part of the integral oscillates without decaying. It is given a meaning by switching the field off very slowly deep inside. By \eqref{eq:free} such a switch contributes nothing in the slow limit, since it lacks the wavevectors $K\pm k$.

Because $k^2+\kappa^2=2V_0=1$, we have $|\psi(0)|=2k=1.549$. Also $\phi(0)=2(1.0954)/2.5786=0.850$, so
\begin{equation}
|M|=\frac{0.5\times0.850\times1.549}{0.8}=0.823 ,
\end{equation}
in agreement with direct quadrature of the momentum integral. At high photon energy and fixed initial state, $k_{\rm out}/K\to1$ and $\phi(0)\to1$, so the abrupt-step amplitude falls as $1/\omega$. The surface value is dimensionless, for unit incident waves, and should not be compared directly with the bulk value in bohr$^{-1}$.

Polarization can switch the surface source off, although a normal field drives both the surface and a lattice modulated along the normal. On a flat, structureless surface a uniform in-plane field gives $A_xk_x\langle f|i\rangle=0$, because states of different energy are orthogonal. An in-plane lattice modulation removes this restriction if it also depends on $z$, as one that ends at the surface does. For a separable $V(x)+V(z)$ the normal parts of the two states remain orthogonal and the emission amplitude is still zero.

\subsection{A gradual barrier}

One might still credit the barrier's height for the emission. To separate height from gradient, keep the height and spread the barrier as $V=-V_0/(1+e^{z/w})$. Numerical scattering waves give $|M|=0.499$, $0.208$, $0.029$ and $0.00044$ for $w=0.5$, 1, 2 and 4 bohr. Between the first and last widths the intensity $|M|^2$ falls by a factor of about $10^6$, although the electron has the same energy above the same vacuum level.

The semiclassical picture explains the direction of this change. Where both motions are classically allowed, the local momenta obey $K(z)^2-k(z)^2=2\omega$, hence
\begin{equation}
K(z)-k(z)=\frac{2\omega}{K(z)+k(z)} .
\end{equation}
Both momenta fall as the barrier rises, so for the incident part of $\psi$ the mismatch $K-k$ grows from its bulk value 0.709 to $\sqrt{2\omega}=1.265$ bohr$^{-1}$ at the turning point. For the reflected part the mismatch is $K+k$, which falls from 2.258 to the same 1.265. Neither vanishes, so the integrand has no point of stationary phase in this region. Beyond the turning point, where $V>E_i$ and the last 0.2 of the 0.5 hartree rise lies, $\psi$ decays without oscillating while $\phi$ keeps oscillating with a local momentum that falls from $\sqrt{2\omega}$ at the turning point to $k_{\rm out}$ in vacuum, so the phase is not stationary there either. A slowly varying force therefore averages out. This argument gives only the direction of the change; the sizes come from the numerical waves.

\subsection{A normal field that changes at the surface}

Screening can make the normal field vary across the barrier. In one dimension $s_{zz}=A'$. Taking \eqref{eq:general} between the two states and integrating the middle term by parts, with $A'=0$ far from the surface,
\begin{equation}
\omega M=i\int\Big[\phi AV'\psi-\phi'A'\psi'+\tfrac14\phi A'''\psi\Big]dz .
\label{eq:surface}
\end{equation}
As a prescribed, not self-consistent, example let $w=1$ bohr and let $A$ pass smoothly from 1.5 inside to 1 outside with the barrier's own profile. Then $|M|=0.460$. Uniform fields of 1 and 1.5 would give 0.208 and 0.311, so the variation itself adds to the emission here. This depends on where the field changes: the same profile shifted 3 bohr into the metal gives $|M|=0.19$, below both uniform values.

After division by $\omega$, the three terms of \eqref{eq:surface} have magnitudes 0.274, 0.175 and 0.053. They are complex, so their magnitudes need not add to the total. The potential-gradient term alone would give $(0.2744/0.4598)^2\simeq0.36$ of the intensity. The explicit divergence term in \eqref{eq:O} has magnitude 0.083. Omitting it leaves 0.383, which lowers the intensity by about 30\% relative to the full result. But that term is not the whole effect of the field gradient, because the varying $\mathbf A$ also acts through $\mathbf A\cdot\mathbf p$.

\section{What should be changed}

The manuscript may keep free-electron final states as an approximation to the dispersion. It should replace the amplitude $\mathbf A\cdot\mathbf k$ by a matrix element between states that know about the lattice and the surface, and it should replace the divergence rule by \eqref{eq:general}. Static disorder and displaced ions need no separate rule, since they enter through $\nabla V$. If a nonlocal pseudopotential is used, \eqref{eq:force} must be amended: the commutator $[\mathbf p,V]$ is then no longer a local force, and the light also couples to the momentum dependence of $V$. Equation \eqref{eq:force} and the orthogonality argument also assume that both states are eigenstates of one Hermitian $H$. If the final state is damped by an optical potential, as is usual in photoemission calculations, they no longer hold: on the abrupt step, a mean free path of 10 bohr gives $|M|=0.89$ from the momentum form and 0.82 from the force form, and $\langle f|i\rangle$ no longer vanishes. The main values quoted here can be compared with the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
MODEL
potential step           = 0.500 hartree
initial kinetic energy   = 0.300 hartree
photon energy            = 0.800 hartree
photon energy            = 21.77 eV
initial energy (vacuum 0)= -0.200 hartree
final energy (vacuum 0)  = 0.600 hartree
k initial, inside        = 0.7746 bohr^-1
K final, inside          = 1.4832 bohr^-1
k_out final, vacuum      = 1.0954 bohr^-1
kappa initial, vacuum    = 0.6325 bohr^-1
KINEMATICS
least momentum needed    = 0.7086 bohr^-1
photon momentum          = 0.005838 bohr^-1
needed / photon momentum = 121.4
energy gain from q alone = 0.00454 hartree
LATTICE
G closing the balance    = 2.2578 bohr^-1
V_G                      = 0.020 hartree
gap from diagonalization = 0.80102 hartree
|<f|p|i>| diagonalized   = 0.05637 bohr^-1
G V_G / omega            = 0.05645 bohr^-1
|<f|p|i>| for V_G = 0    = 0.0e+00 bohr^-1
ABRUPT SURFACE (unit incident waves, M dimensionless)
|psi_i(0)|               = 1.5492
|phi(0)|                 = 0.8496
|M| by quadrature        = 0.82264
|M| from V0 phi psi/omega= 0.82264
SMOOTH SURFACE, UNIFORM NORMAL FIELD
width 0.5 bohr: |M| = 0.499185, from grad V = 0.499185
width 1.0 bohr: |M| = 0.207531, from grad V = 0.207531
width 2.0 bohr: |M| = 0.029180, from grad V = 0.029180
width 4.0 bohr: |M| = 0.000442, from grad V = 0.000442
largest |<f|i>| (in-plane A) = 3.7e-11 bohr
WIDTH 1 BOHR, NORMAL FIELD 1.5 INSIDE, 1 OUTSIDE
|M| total                = 0.45976
|A.p term of O|          = 0.38340
|div A term of O|        = 0.08301
|A V' source|            = 0.27438
|p A' p source|          = 0.17478
|A''' source|            = 0.05260
NO POTENTIAL, A = x_hat exp(-z^2/2d^2), div A = 0
k_x                      = 0.500 bohr^-1
Q_z needed               = 0.8048 bohr^-1
d = 1 bohr: |M| = 9.066e-01
d = 2 bohr: |M| = 6.862e-01
d = 4 bohr: |M| = 2.816e-02
d = 8 bohr: |M| = 9.986e-09
\end{verbatim}
